# Angular dependence of quasi-LO and quasi-TO phonons in wurtzite GaN: verification in Python

```python
# Extraordinary polar phonons of a wurtzite crystal, q at angle th to c (z axis), x = omega^2.
# Tz,Lz (Tp,Lp): squared A1 (E1) TO,LO energies; ez,ep: eps_inf along / across c.
# eps_a(x) = e_a (L_a-x)/(T_a-x), L_a-T_a = 8 pi Z_a^2/(Omega mu e_a) in atomic units.
# Result under test: the roots of q.eps(x).q = 0 are x+ = Lb+delta, x- = Tb-delta with
# wz = ez cos^2/(ez cos^2+ep sin^2), wp = 1-wz, Lb = wz Lz+wp Lp, Tb = wz Tp+wp Tz,
# G = Lb-Tb, kappa = wz wp (Lp-Lz)(Tp-Tz), delta = (sqrt(G^2+4 kappa)-G)/2 ~ kappa/G.
# Loudon's interpolation is delta -> 0 with wz -> cos^2. Energies in eV, lengths in angstrom.
import numpy as np, sympy as sp
from scipy import constants as K
from scipy.optimize import brentq
from scipy.special import erfc
from pyscf.data.elements import MASSES
Ha = K.physical_constants['Hartree energy in eV'][0]
bohr = K.physical_constants['Bohr radius'][0]*1e10
amu = K.physical_constants['atomic mass constant'][0]/K.m_e
hbarc = K.hbar*K.c/K.e*1e10
cm = K.e/(K.h*K.c*100)
a, c, u = 3.2, 5.2, 0.375
A = np.array([[a, 0, 0], [-a/2, a*3**.5/2, 0], [0, 0, c]])
Om = abs(np.linalg.det(A)); Om_au = Om/bohr**3
frac = np.array([[1/3, 2/3, 0], [2/3, 1/3, .5], [1/3, 2/3, u], [2/3, 1/3, .5+u]])
sign = np.array([1., 1., -1., -1.])
mass = np.array([MASSES[31]]*2+[MASSES[7]]*2)*amu
mu = mass[0]*mass[2]/(mass[0]+mass[2])
rng = np.random.default_rng(1)

# ---- symmetry: space group by brute force, random tensors averaged over it
ops = []
for n in range(6):
    co, si = np.cos(n*np.pi/3), np.sin(n*np.pi/3)
    for R in (np.array([[co, -si, 0], [si, co, 0], [0, 0, 1]]), np.array([[co, si, 0], [si, -co, 0], [0, 0, 1]])):
        for t in (0, .5):
            new = frac@A@R.T@np.linalg.inv(A)+[0, 0, t]
            d = new[:, None]-frac[None]
            hit = (abs(d-np.round(d)).max(2) < 1e-9) & (sign[:, None] == sign[None])
            if hit.any(1).all():
                ops.append((R, hit.argmax(1)))
assert len(ops) == 12
B = rng.normal(size=(12, 12)); B = B@B.T+np.eye(12)
Zr = rng.normal(size=(4, 3, 3)); D0 = np.zeros((12, 12)); Zs = np.zeros((4, 3, 3))
for R, p in ops:
    Gm = np.zeros((12, 12))
    for k in range(4):
        Gm[3*p[k]:3*p[k]+3, 3*k:3*k+3] = R
        Zs[p[k]] += R@Zr[k]@R.T/12
    D0 += Gm@B@Gm.T/12
Zs -= Zs.mean(0)
for k in range(4):
    assert np.allclose(Zs[k], sign[k]*np.diag([Zs[0, 0, 0], Zs[0, 0, 0], Zs[0, 2, 2]]), atol=1e-12)
tr = np.kron(np.sqrt(mass/mass.sum())[:, None], np.eye(3))
Pt = np.eye(12)-tr@tr.T; D0 = Pt@D0@Pt
ev, vec = np.linalg.eigh(D0)
edges = np.r_[0, np.where(np.diff(ev) > 1e-8)[0]+1, 12]
assert sorted(np.diff(edges)) == [1, 1, 1, 2, 2, 2, 3]
dip = np.vstack([Zs[k]/np.sqrt(mass[k]) for k in range(4)]).T@vec
polar = np.linalg.norm(dip, axis=0) > 1e-10
V = np.kron((sign*np.sqrt(mu/2/mass))[:, None], np.eye(3))   # predicted polar eigenvectors
assert polar.sum() == 3 and np.allclose(vec[:, polar]@vec[:, polar].T, V@V.T, atol=1e-10)
Dsil = (np.eye(12)-V@V.T)@D0@(np.eye(12)-V@V.T); Dsil *= 0.0075/np.linalg.eigvalsh(Dsil)[-1]
silent = np.linalg.eigvalsh(Dsil)[3:]    # 3 acoustic + 6 non-polar, arbitrary values

# ---- dipole lattice sum: windowed direct sum against Ewald form containing the G=0 term
et = np.diag([4., 4., 7.]); ei = np.linalg.inv(et); tau = np.array([0, 0, u*c])
def lattice(n, m, M):
    g = np.mgrid[-n:n+1, -n:n+1, -m:m+1].reshape(3, -1).T
    return g@M
def real_sum(r, q, eta, win):
    De = r@ei; D = np.sqrt((r*De).sum(1)); ec = erfc(eta*D)
    g = 2*eta/np.sqrt(np.pi)*np.exp(-(eta*D)**2)
    h1 = -ec/D**2-g/D; h2 = 2*ec/D**3+2*g/D**2+2*eta**2*g
    ph = win*np.exp(-1j*r@q)/np.sqrt(np.linalg.det(et))
    return -((De.T*(ph*(h2/D**2-h1/D**3)))@De+ei*(ph*h1/D).sum())
def ewald(q, eta=1.0, keep0=True):
    Gv = lattice(8, 10, 2*np.pi*np.linalg.inv(A).T); Kv = Gv+q; kek = ((Kv@et)*Kv).sum(1)
    f = 4*np.pi/Om*np.exp(-kek/4/eta**2+1j*Gv@tau)/kek
    if not keep0: f[(Gv**2).sum(1) < 1e-12] = 0
    return (Kv.T*f)@Kv+real_sum(lattice(7, 5, A)+tau, q, eta, 1.0)
nhat = lambda th, az=0.: np.array([np.sin(th)*np.cos(az), np.sin(th)*np.sin(az), np.cos(th)])
qv = 0.35*nhat(0.7, 0.3); r = lattice(50, 27, A)+tau; rn = np.linalg.norm(r, axis=1)
sw = 6/0.35; keep = rn < 8*sw
direct = real_sum(r[keep], qv, 0.0, 0.5*erfc((rn[keep]-4*sw)/sw))
scale = 4*np.pi/Om/5
err_with = abs(direct-ewald(qv)).max()/scale; err_without = abs(direct-ewald(qv, keep0=False)).max()/scale
assert err_with < 1e-4 and err_without > 0.1
assert abs(ewald(qv)-ewald(qv, 0.8)).max()/scale < 1e-9
na = lambda n: 4*np.pi/Om*np.outer(n, n)/(n@et@n)
n1, n2 = nhat(0.2), nhat(1.2, 0.9)
assert abs(ewald(1e-6*n1)-ewald(1e-6*n2)-na(n1)+na(n2)).max()/scale < 1e-4

# ---- 12x12 crystal model and closed formulas
class Crystal:
    def __init__(s, Tz, Lz, Tp, Lp, ez, ep):
        s.Tz, s.Lz, s.Tp, s.Lp, s.ez, s.ep = Tz, Lz, Tp, Lp, ez, ep
        born = lambda T, L, e: np.sqrt((L-T)/Ha**2*Om_au*mu*e/(8*np.pi))
        s.Zz, s.Zp = born(Tz, Lz, ez), born(Tp, Lp, ep)
        s.Zm = np.kron((sign/np.sqrt(mass))[:, None], np.diag([s.Zp, s.Zp, s.Zz]))
        s.D = Dsil+V@np.diag([Tp, Tp, Tz])@V.T
        s.einf = np.diag([ep, ep, ez]); s.pref = 4*np.pi/Om_au*Ha**2
    def eps_res(s, x):
        return s.einf+s.pref*s.Zm.T@np.linalg.solve(s.D-x*np.eye(12), s.Zm)
    def eps_fac(s, x):
        p = s.ep*(s.Lp-x)/(s.Tp-x)
        return np.diag([p, p, s.ez*(s.Lz-x)/(s.Tz-x)])
    def dyn(s, n):
        z = s.Zm@n
        return s.D+s.pref*np.outer(z, z)/(n@s.einf@n)
    def pair(s, th):     # extraordinary eigenvalues and (x,z) amplitudes, 0 < th < 90 deg
        w, v = np.linalg.eigh(s.dyn(nhat(th))); amp = V[:, [0, 2]].T@v
        i = np.sort(np.argsort((amp**2).sum(0))[-2:])
        return w[i], amp[:, i]
    def closed(s, th):
        wz = s.ez*np.cos(th)**2/(s.ez*np.cos(th)**2+s.ep*np.sin(th)**2); wp = 1-wz
        Lb, Tb = wz*s.Lz+wp*s.Lp, wz*s.Tp+wp*s.Tz
        G, kap = Lb-Tb, wz*wp*(s.Lp-s.Lz)*(s.Tp-s.Tz)
        de = (np.sqrt(G*G+4*kap)-G)/2
        return dict(wz=wz, Lb=Lb, Tb=Tb, G=G, kap=kap, de=de, xp=Lb+de, xm=Tb-de)
    def loudon(s, th):
        c2, s2 = np.cos(th)**2, np.sin(th)**2
        return s.Lz*c2+s.Lp*s2, s.Tp*c2+s.Tz*s2
w0 = (0.066, 0.091, 0.069, 0.092); sq = [w*w for w in w0]
gan = Crystal(*sq, 5.3, 5.3); ani = Crystal(*sq, 5.5, 5.0)
wc = (0.040, 0.045, 0.069, 0.072); big = Crystal(*[w*w for w in wc], 5.3, 5.3)
for m in (gan, ani, big):
    for x in (0.03**2, 0.0675**2, 0.08**2, 0.12**2):
        assert np.allclose(m.eps_res(x), m.eps_fac(x), rtol=1e-9, atol=1e-9)
    st = m.einf+m.pref*m.Zm.T@np.linalg.pinv(m.D, rcond=1e-10, hermitian=True)@m.Zm
    assert np.allclose(np.diag(st), [m.ep*m.Lp/m.Tp]*2+[m.ez*m.Lz/m.Tz], rtol=1e-10)
    for th in np.radians(np.arange(0, 91, 5)):
        f = m.closed(th)
        spec = np.linalg.eigvalsh(m.dyn(nhat(th, rng.uniform(0, 6.28))))
        assert np.allclose(spec, np.sort(np.r_[silent, m.Tp, f['xp'], f['xm']]), rtol=0, atol=1e-14)
grid = np.radians(np.arange(1, 90))
bound = (sq[3]-sq[1])*(sq[2]-sq[0])/(4*(sq[1]-sq[2]))
for m in (gan, ani):
    for th in grid[4::10]:
        n = nhat(th); F = lambda x: n@m.eps_res(x)@n; f = m.closed(th)
        assert abs(brentq(F, m.Tz+1e-10, m.Tp-1e-10, xtol=1e-16)-f['xm']) < 1e-12
        assert abs(brentq(F, m.Lz, m.Lp, xtol=1e-16)-f['xp']) < 1e-12
    X = np.array([m.pair(t)[0] for t in grid])
    assert (np.diff(X[:, 0]) < 0).all() and (np.diff(X[:, 1]) > 0).all()
    for t, (xm, xp) in zip(grid, X):
        f = m.closed(t); dl = xp-f['Lb']; k, G = f['kap'], f['G']
        assert 0 < dl <= bound and abs(f['Tb']-xm-dl) < 1e-15
        assert abs(dl-k/G+k*k/G**3) < 3*k**3/G**5+1e-15
        dw = (np.cos(t)*np.sin(t))**2*(m.ez-m.ep)/(nhat(t)@m.einf@nhat(t))
        assert abs(xp-m.loudon(t)[0]-(f['de']-dw*(m.Lp-m.Lz))) < 1e-15
        uu = np.array([m.Zp*np.sin(t)/(m.Tp-xp), m.Zz*np.cos(t)/(m.Tz-xp)])
        assert abs(abs(uu@m.pair(t)[1][:, 1])/np.linalg.norm(uu)-1) < 1e-12
# symbolic factorisation
x, Tz, Lz, Tp, Lp, ez, ep, c2 = sp.symbols('x Tz Lz Tp Lp ez ep c2'); s2 = 1-c2
Aw = ez*c2+ep*s2; wz = ez*c2/Aw; wp = ep*s2/Aw
lhs = (c2*ez*(Lz-x)/(Tz-x)+s2*ep*(Lp-x)/(Tp-x))*(Tz-x)*(Tp-x)/Aw
assert sp.cancel(sp.together(lhs-((x-wz*Lz-wp*Lp)*(x-wz*Tp-wp*Tz)-wz*wp*(Lp-Lz)*(Tp-Tz)))) == 0
assert sp.cancel(sp.together(lhs-((x-wz*Lz-wp*Tz)*(x-wz*Tp-wp*Lp)-wz*wp*(Lz-Tz)*(Lp-Tp)))) == 0
# second-order scaling, and exactness when one anisotropy vanishes
t45 = np.pi/4
def resid(lam):
    Tm, Lm, dT, dL = (sq[0]+sq[2])/2, (sq[1]+sq[3])/2, lam*(sq[2]-sq[0])/2, lam*(sq[3]-sq[1])/2
    m = Crystal(Tm-dT, Lm-dL, Tm+dT, Lm+dL, 5.3, 5.3)
    return m.pair(t45)[0][1]-m.loudon(t45)[0]
ratio = resid(1)/resid(.5); assert abs(ratio-4) < 0.02
m = Crystal(sq[0], sq[1], sq[2], sq[1], 5.5, 5.0)
assert all(abs(m.pair(t)[0][0]-m.closed(t)['Tb']) < 1e-15 for t in grid[9::20])
# retardation from the Maxwell determinant
f = gan.closed(t45); n = nhat(t45); qR = 0.005
def shift(x0, q):
    det = lambda y: np.linalg.det((np.outer(n, n)-np.eye(3)+y/(hbarc*q)**2*gan.eps_fac(y))[::2, ::2])
    return brentq(det, x0-2e-5, x0+2e-5, xtol=1e-18)-x0
ret = []
for x0, x1 in ((f['xp'], f['xm']), (f['xm'], f['xp'])):
    pred = x0*gan.ez*gan.ep*(gan.Lz-x0)*(gan.Lp-x0)/((hbarc*qR)**2*(n@gan.einf@n)*(x0-x1))
    s1 = shift(x0, qR); ret.append(np.sqrt(x0+s1)-np.sqrt(x0))
    assert abs(s1/pred-1) < 5e-3 and abs(s1/shift(x0, 2*qR)-4) < 0.02
# anisotropy-dominated crystal
xb = np.sqrt(big.pair(t45)[0]); lb = np.sqrt(big.loudon(t45))
alt = np.sqrt([(big.Lz+big.Tz)/2, (big.Tp+big.Lp)/2])
assert abs(xb[1]-lb[0]) > 5e-3 and abs(xb[0]-lb[1]) > 5e-3 and abs(xb-alt).max() < 3e-4

print("inputs (rough): A1TO %.3f A1LO %.3f E1TO %.3f E1LO %.3f eV" % w0)
print("inputs (rough): eps_inf %.1f, a %.1f A, c %.1f A; ideal u %.3f" % (gan.ez, a, c, u))
print("masses Ga %.3f N %.3f amu, mu %.4f amu, Omega %.3f A^3" % (mass[0]/amu, mass[2]/amu, mu/amu, Om))
print("Tz %.4e Lz %.4e Tp %.4e Lp %.4e eV^2" % tuple(sq))
print("Lp-Lz %.4e, Tp-Tz %.4e, Lz-Tp %.4e eV^2" % (sq[3]-sq[1], sq[2]-sq[0], sq[1]-sq[2]))
print("Born charges Zz %.3f e, Zp %.3f e" % (gan.Zz, gan.Zp))
print("static eps: z %.3f, p %.3f" % (gan.eps_fac(0)[2, 2], gan.eps_fac(0)[0, 0]))
print("dipole sum rel. mismatch: with G=0 %.1e, without %.2f" % (err_with, err_without))
print("theta(deg)  QLO exact, Loudon   QTO exact, Loudon (eV)")
for dg in range(0, 91, 15):
    g = gan.closed(np.radians(dg)); lo = gan.loudon(np.radians(dg))
    print("%3d  %.6f %.6f  %.6f %.6f" % (dg, *np.sqrt([g['xp'], lo[0], g['xm'], lo[1]])))
print("45 deg: Lb %.6e Tb %.6e G %.6e eV^2" % (f['Lb'], f['Tb'], f['G']))
print("45 deg: kappa %.5e eV^4, kappa/G^2 %.4e" % (f['kap'], f['kap']/f['G']**2))
print("45 deg: delta %.5e, kappa/G %.5e, bound %.5e eV^2" % (f['de'], f['kap']/f['G'], bound))
print("45 deg: x+ %.6e, x- %.6e eV^2" % (f['xp'], f['xm']))
print("45 deg: QLO %.6f eV = %.2f cm^-1" % (f['xp']**.5, f['xp']**.5*cm))
print("45 deg: QTO %.6f eV = %.2f cm^-1" % (f['xm']**.5, f['xm']**.5*cm))
for nm, xx in (("QLO", f['xp']), ("QTO", f['xm'])):
    e = gan.eps_fac(xx); print("45 deg: at %s eps_z %.4f, eps_p %.4f" % (nm, e[2, 2], e[0, 0]))
eL = np.array([gan.closed(t)['xp']**.5-gan.loudon(t)[0]**.5 for t in grid])
eT = np.array([gan.closed(t)['xm']**.5-gan.loudon(t)[1]**.5 for t in grid])
for nm, e, span in (("QLO", eL, w0[3]-w0[1]), ("QTO", eT, w0[2]-w0[0])):
    i = abs(e).argmax()
    print("max exact-Loudon %s %+.3e eV = %+.3f cm^-1 at %d deg, %.2f%% of span"
          % (nm, e[i], e[i]*cm, i+1, 100*abs(e[i])/span))
print("45 deg: exact - linear-in-omega: QLO %+.3e, QTO %+.3e eV"
      % (f['xp']**.5-(w0[1]+w0[3])/2, f['xm']**.5-(w0[0]+w0[2])/2))
print("error ratio on halving both anisotropies %.4f" % ratio)
amp = gan.pair(t45)[1]; n2d = n[::2]; Z2 = np.array([gan.Zp, gan.Zz])
cl = abs(n2d@amp[:, 1])
print("45 deg: QLO tilt of u from q %.3f deg, longitudinal weight %.5f" % (np.degrees(np.arccos(cl)), cl**2))
print("45 deg: QTO longitudinal weight %.5f" % (n2d@amp[:, 0])**2)
print("45 deg: field ratio |E_QTO/E_QLO| %.4f" % abs((n2d*Z2)@amp[:, 0]/((n2d*Z2)@amp[:, 1])))
print("retardation q %.3f 1/A, hbar c q %.3f eV" % (qR, hbarc*qR))
print("retardation shift QLO %+.2e eV, QTO %+.2e eV" % tuple(ret))
g = ani.closed(t45); lo = ani.loudon(t45)
print("variant ez %.1f ep %.1f, 45 deg: wz %.5f, wz-cos^2 %.5f" % (ani.ez, ani.ep, g['wz'], g['wz']-.5))
print("  QLO exact %.6f weighted %.6f plain %.6f eV" % tuple(np.sqrt([g['xp'], g['Lb'], lo[0]])))
print("  QTO exact %.6f weighted %.6f plain %.6f eV" % tuple(np.sqrt([g['xm'], g['Tb'], lo[1]])))
g = big.closed(t45)
print("variant A1TO %.3f A1LO %.3f E1TO %.3f E1LO %.3f eV, eps %.1f" % (*wc, big.ez))
print("  45 deg: kappa/G^2 %.2f" % (g['kap']/g['G']**2))
print("  upper exact %.5f QLO form %.5f other pairing %.5f eV" % (xb[1], lb[0], alt[1]))
print("  lower exact %.5f QTO form %.5f other pairing %.5f eV" % (xb[0], lb[1], alt[0]))
print("tests ok")
```

Printed output:

```
inputs (rough): A1TO 0.066 A1LO 0.091 E1TO 0.069 E1LO 0.092 eV
inputs (rough): eps_inf 5.3, a 3.2 A, c 5.2 A; ideal u 0.375
masses Ga 69.723 N 14.007 amu, mu 11.6638 amu, Omega 46.114 A^3
Tz 4.3560e-03 Lz 8.2810e-03 Tp 4.7610e-03 Lp 8.4640e-03 eV^2
Lp-Lz 1.8300e-04, Tp-Tz 4.0500e-04, Lz-Tp 3.5200e-03 eV^2
Born charges Zz 2.720 e, Zp 2.642 e
static eps: z 10.076, p 9.422
dipole sum rel. mismatch: with G=0 1.9e-07, without 0.43
theta(deg)  QLO exact, Loudon   QTO exact, Loudon (eV)
  0  0.091000 0.091000  0.069000 0.069000
 15  0.091074 0.091067  0.068794 0.068803
 30  0.091272 0.091251  0.068235 0.068262
 45  0.091528 0.091501  0.067481 0.067517
 60  0.091770 0.091751  0.066736 0.066763
 75  0.091940 0.091933  0.066197 0.066205
 90  0.092000 0.092000  0.066000 0.066000
45 deg: Lb 8.372500e-03 Tb 4.558500e-03 G 3.814000e-03 eV^2
45 deg: kappa 1.85287e-08 eV^4, kappa/G^2 1.2738e-03
45 deg: delta 4.85192e-06, kappa/G 4.85809e-06, bound 5.26385e-06 eV^2
45 deg: x+ 8.377352e-03, x- 4.553648e-03 eV^2
45 deg: QLO 0.091528 eV = 738.22 cm^-1
45 deg: QTO 0.067481 eV = 544.27 cm^-1
45 deg: at QLO eps_z 0.1270, eps_p -0.1270
45 deg: at QTO eps_z -99.9502, eps_p 99.9502
max exact-Loudon QLO +2.655e-05 eV = +0.214 cm^-1 at 44 deg, 2.66% of span
max exact-Loudon QTO -3.597e-05 eV = -0.290 cm^-1 at 44 deg, 1.20% of span
45 deg: exact - linear-in-omega: QLO +2.788e-05, QTO -1.928e-05 eV
error ratio on halving both anisotropies 3.9962
45 deg: QLO tilt of u from q 2.205 deg, longitudinal weight 0.99852
45 deg: QTO longitudinal weight 0.00148
45 deg: field ratio |E_QTO/E_QLO| 0.0531
retardation q 0.005 1/A, hbar c q 9.866 eV
retardation shift QLO -5.44e-09 eV, QTO -7.00e-06 eV
variant ez 5.5 ep 5.0, 45 deg: wz 0.52381, wz-cos^2 0.02381
  QLO exact 0.091504 weighted 0.091478 plain 0.091501 eV
  QTO exact 0.067552 weighted 0.067588 plain 0.067517 eV
variant A1TO 0.040 A1LO 0.045 E1TO 0.069 E1LO 0.072 eV, eps 5.3
  45 deg: kappa/G^2 13.89
  upper exact 0.07062 QLO form 0.06004 other pairing 0.07052 eV
  lower exact 0.04241 QTO form 0.05640 other pairing 0.04257 eV
tests ok
```
